Stability of a cubic spin-orbit doublet against e-mode Jahn-Teller distortion

A vacancy in a tetrahedral crystal can hold one electron in a threefold orbital level whose members transform like x, y and z. The surrounding atoms can lower the energy by moving so that one orbital drops below the others. Spin-orbit coupling also splits the level, but without moving an atom. If it leaves a single Kramers doublet lowest, the cubic arrangement may survive. The question is how strong the coupling to the lattice must be before the cubic arrangement gives way.

For linear coupling to one pair of e modes there are two answers. With E the Jahn-Teller energy without spin-orbit coupling and Δ the spin-orbit gap, the cubic point ceases to be a local minimum at E = Δ/2. A distorted geometry is already lower in energy from E = 4Δ/9. Both statements concern the lowest adiabatic energy surface, with the nuclei treated as static.

1. Model and conventions

The e-mode coordinates are Qθ and Qε, with stiffness K and linear coupling V. Define the energies qθ = VQθ and qε = VQε, the radius q = √(qθ² + qε²), and the angle φ by qθ = q cos φ, qε = q sin φ. The distortion operator W is diagonal in the orbitals:

w_z = qθ
w_x = −qθ/2 + (√3/2)qε
w_y = −qθ/2 − (√3/2)qε

Three sums are needed later:

w_x + w_y + w_z = 0
w_x² + w_y² + w_z² = qθ² + qθ²/2 + 3qε²/2 = 3q²/2
w_x w_y w_z = qθ(qθ² − 3qε²)/4 = (q³/4) cos 3φ

Since the w's sum to zero, the sum of their pair products is −½(3q²/2) = −3q²/4.

Let E = V²/(2K). Then K/V² = 1/(2E), and the elastic energy is

(K/2)(Qθ² + Qε²) = q²/(4E).

To see that E is the spin-free Jahn-Teller energy, note that the w's are q cos φ and q cos(φ ± 120°), so none lies below −q. The lowest total at radius q is −q + q²/(4E). Its minimum is at q = 2E, with energy −E.

The spin-orbit term is λ l·s with λ > 0, where l is the effective orbital angular momentum of the triplet and s = σ/2.

2. Reduction to a 3 × 3 matrix

In the x, y, z basis (l_k)_ij = −iε_kij, so the orbital element ij of l·s is −(i/2) Σ_k ε_kij σ_k. Rotate the spin differently for each orbital with

U = Σ_i |i⟩⟨i| ⊗ σ_i,

which is unitary because σ_i² = 1. It commutes with W, which is diagonal in the orbitals. For i = x, j = y the sum contains k = z, and

−(i/2) σ_x σ_z σ_y = −(i/2) σ_x(−iσ_x) = −(i/2)(−i) = −1/2.

Cyclic permutation gives the same value for yz and zx, and Hermiticity gives it for the reversed pairs. With J the 3 × 3 matrix of ones, the six-state problem is therefore two copies of

M = diag(w_x, w_y, w_z) − (λ/2)(J − 1).

The eigenvalues of J are 3, 0, 0. At q = 0 those of M are −λ, λ/2, λ/2. Counting both copies, a doublet lies below a quartet by

Δ = 3λ/2.

This is the gap with the nuclei held at the cubic geometry. A splitting already reduced by vibrations must not be used in its place.

3. Local stability

In each copy the lowest state at q = 0 is D = (1, 1, 1)/√3. Its three orbital weights are equal, so

⟨D|W|D⟩ = (w_x + w_y + w_z)/3 = 0
⟨D|W²|D⟩ = (3q²/2)/3 = q²/2.

The first line removes the linear energy term. It also shows that W carries D entirely into the upper states, which all lie Δ above. The second-order shift is therefore −q²/(2Δ). Adding the elastic energy gives

F = q²/(4E) − q²/(2Δ) = [q²/(4E)](1 − 2E/Δ) = (K/2)(1 − 2E/Δ)(Qθ² + Qε²).

The curvature is K(1 − 2E/Δ) in every e direction, and it changes sign at E = Δ/2. The doublet has no preferred orbital axis. It must acquire one by mixing with the quartet, and Δ is the cost of that mixing.

The order of the levels matters. For λ < 0 the lowest states of M at q = 0 are orthogonal to D. Take a = (−1, −1, 2)/√6 and b = (1, −1, 0)/√2. Then

⟨a|W|a⟩ = (w_x + w_y + 4w_z)/6 = qθ/2
⟨b|W|b⟩ = (w_x + w_y)/2 = −qθ/2
⟨a|W|b⟩ = (w_y − w_x)/√12 = −qε/2.

The eigenvalues are ±q/2. The energy falls linearly as −q/2, which beats the quadratic elastic term at small q for any nonzero V. With the quartet lowest there is no threshold.

4. The most favourable direction

The cubic point can be a local minimum without being the lowest one. To compare it with distant geometries, write the eigenvalue equation of M. With off-diagonal element b = −λ/2 it is

(w_x − e)(w_y − e)(w_z − e) − b² Σ(w_i − e) + 2b³ = 0.

The sums of section 1 turn the product into (q³/4)cos 3φ + (3q²/4)e − e³. The second term is +3λ²e/4 and the third is −λ³/4. Hence

e³ − ¾(q² + λ²)e = (q³ cos 3φ − λ³)/4.

The left side rises with e up to its local maximum at e = −½√(q² + λ²), and the lowest of the three real roots lies on this rising part. A smaller right side therefore means a lower root. At fixed q the best directions have cos 3φ = −1. They are three equivalent tetragonal distortions, one of which has qε = 0 and qθ < 0, with the z orbital lowered. The worst directions have cos 3φ = +1.

5. Energy along the tetragonal axis

Set qε = 0 and x = qθ/Δ, with its sign. The combination (1, 1, 0)/√2 couples to z, and their 2 × 2 block has diagonal elements −qθ/2 − λ/2 and qθ and off-diagonal element −λ/√2. Its lower eigenvalue is

e = qθ/4 − λ/4 − ½√[(3qθ/2 + λ/2)² + 2λ²].

The remaining state (1, −1, 0)/√2 has energy −qθ/2 + λ/2. This is above the first diagonal element, hence above e, so e is the lowest level. The square root contains 9qθ²/4 + 3qθλ/2 + 9λ²/4. Inserting λ = 2Δ/3 gives

e/Δ = x/4 − 1/6 − S/2, with S = √(1 + x + 9x²/4).

At x = 0 this is −2/3. With r = E/Δ, and using q²/(4EΔ) = x²/(4r), the total energy relative to the cubic point is

F/Δ = x²/(4r) + x/4 + 1/2 − S/2.

For small x, put u = x + 9x²/4 in √(1 + u) = 1 + u/2 − u²/8 + u³/16 and keep terms up to x³:

S ≈ 1 + x/2 + (9/8 − 1/8)x² + (−9/16 + 1/16)x³ = 1 + x/2 + x² − x³/2
F/Δ ≈ [1/(4r) − 1/2]x² + x³/4.

The quadratic term repeats the local threshold r = 1/2. The cubic term favours negative x. At r = 1/2 the quadratic term vanishes and the energy falls as x³/4 on that side, so the cubic point is already not a minimum there.

6. When the distorted geometry becomes lower

Write the electronic part as −½[S − (1 + x/2)] and use

S² − (1 + x/2)² = 1 + x + 9x²/4 − 1 − x − x²/4 = 2x².

Dividing by the sum of the two terms gives S − (1 + x/2) = 2x²/G, where G = S + 1 + x/2. This G is positive for x ≠ 0, because S then exceeds |1 + x/2|. Therefore

F/Δ = x²[1/(4r) − 1/G].

The distorted point is lower than the cubic one when 4r > G. The smallest G follows from

dG/dx = (1 + 9x/2)/(2S) + 1/2 = 0, or S = −(1 + 9x/2).

Squaring gives 1 + x + 9x²/4 = 1 + 9x + 81x²/4, hence 8x + 18x² = 0. The root x = 0 would need S = −1 and is rejected. The root x = −4/9 gives S = 1 and G = 1 + 1 − 2/9 = 16/9. It is a minimum because S, the square root of a positive quadratic, is convex. Equal energy thus occurs at

E = (4/9)Δ, with q = (4/9)Δ.

By section 4 no other direction does better. Below this ratio the cubic point is the lowest point of the whole e-mode surface.

A distorted well can exist before it is the lowest. With y = −x, the condition dF/dy = 0 reads

y/(2r) = 1/4 + (9y/2 − 1)/(4S), or r = 2yS/(S + 9y/2 − 1).

Numerical minimization of this expression over y gives r = 0.4379, where the well first appears. As y → 0, S ≈ 1 − y/2 and r → 2y/(4y) = 1/2: the top of the barrier merges with the cubic point at the local threshold. The sequence at fixed Δ is:

E/Δ < 0.4379: the cubic well alone
0.4379 to 0.4444: cubic lowest, distorted wells metastable
0.4444 to 0.5: distorted wells lowest, cubic metastable
E/Δ ≥ 0.5: no cubic well

7. Numbers near the threshold

Take Δ = 40 meV and hold it fixed. The well appears at E = 17.52 meV, equal energy comes at 17.78 meV, and local stability is lost at 20 meV. Numerical minimization of F gives the following.

E = 16 meV: curvature 0.20K, no distorted well.
E = 17.6 meV: curvature 0.12K, well at qθ = −15.8 meV, 0.040 meV above the cubic point, behind a barrier of 0.046 meV.
E = 19 meV: curvature 0.05K, well at −24.6 meV, 0.42 meV below the cubic point, behind a barrier of 0.002 meV.
E = 22 meV: curvature −0.10K, well at −34.6 meV, 2.0 meV below the cubic point, no barrier.

Barriers are measured from the cubic point. For E = 19 meV, r = 0.475 and y = 24.61/40 = 0.615, so S = 1.112 and

F = 40 × (0.1992 − 0.1538 + 0.5 − 0.5560) meV = −0.42 meV.

These barriers are far smaller than vibrational energies. For a mode quantum ħω = 30 meV, the two softened modes of the cubic well have a harmonic zero-point energy ħω√(1 − 2r), which is 6.7 meV at E = 19 meV. This harmonic value is much too low, because the surface is far from harmonic and ħω is not small compared with Δ. Diagonalizing M with quantum e-mode motion puts the ground level about 21 meV above the static energy of the cubic point, far above the barrier. The metastable range is a feature of the static surface and does not predict two observable states. Near the threshold the vibronic problem has to be solved with moving nuclei.

8. The positive silicon vacancy

This defect has one electron in a t2 level and a tetragonal distortion. Rough values for its regime are E = 200 meV and ħω = 30 meV. The gap Δ = 40 meV is of the order of the spin-orbit splitting of the silicon valence band. It is probably too large for the vacancy: a single real dangling orbital on an atom carries no angular momentum, so the largest atomic contribution is missing. The true gap may be smaller by an order of magnitude or more. The spin-orbit parts of the well depth and of the barrier below, and the tunnelling splitting of section 9, are nearly proportional to Δ and would shrink with it; they illustrate the model and are not values for the defect. That the doublet lies lowest is assumed here, not established.

With one silicon mass for the mode, K = Mω² = 96.9 N/m. The spin-free distortion is √(2E/K) = 0.0257 nm, and V = 2E/Q = 0.400 eV/0.0257 nm ≈ 15.6 eV/nm. The ratio E/Δ is 5, and the curvature at the cubic point is K(1 − 10) = −9K.

Minimizing F gives a well 173.9 meV below the cubic point. The parts can be traced. The distortion gains 200 meV but gives up the doublet energy λ = 26.7 meV. In the well the other two orbitals lie 3q/2 = 3E higher, and mixing with them returns 2(λ/2)²/(3E) = 0.6 meV.

Within the e modes, passing from one well to another means crossing a direction with cos 3φ = +1. Without spin-orbit coupling the energy there is −q/2 + q²/(4E), with minimum −E/4 at q = E, so the barrier is 3E/4 = 150 meV. With spin-orbit coupling the numerical minimum along this direction gives 136 meV. Most of the change is λ/2 = 13.3 meV. Two orbitals are degenerate at the spin-free saddle, and spin-orbit coupling splits them: one combination falls by λ/2 and the other rises by λ/2. These barriers belong to the e modes alone. Modes of t2 symmetry open a lower pass, described in section 9.

At this fixed E, a gap above 2E = 400 meV would be needed to make the cubic point locally stable, and one above 9E/4 = 450 meV to make it lowest. The assumed gap is ten times too small for the first. A smaller gap strengthens the conclusion, and a reversed level order removes the threshold altogether, so neither uncertainty about the spin-orbit term can rescue the cubic geometry.

9. What the model leaves out

Tunnelling. Neighbouring spin-free wells are √3 Q apart, where Q = V/K. The overlap of their oscillator ground states is exp[−3MωQ²/(4ħ)], and MωQ²/ħ = KQ²/(ħω) = 2E/(ħω), so the overlap is exp[−3E/(2ħω)]. It multiplies the element −λ/2 between wells. To first order in λ the three well states split into one level and a pair above it, separated by

Δ exp[−3E/(2ħω)] = 40 meV × e⁻¹⁰ = 1.8 μeV.

Diagonalizing M with quantum e-mode motion, in a basis of up to 34 vibrational quanta, gives 2.0 μeV. Weak strain can easily shift the wells by more than this. If one well is then clearly lower than both others, the ground state is confined to it. A strain that only raises one well leaves the other two level, and the ground state is still shared between them.

Temperature. The e-mode barrier of 136 meV is 79 kT at 20 K and 5.3 kT at 300 K. Both figures overstate how firmly the defect is held, because t2 modes lower the barrier, as shown below. The second is also not a service condition, since isolated vacancies in silicon are mobile below room temperature.

Modes of t2 symmetry. These mix pairs of orbitals. Let p be the coupling energy of one component and E_T the spin-free energy gained by the trigonal distortion, in which all three components have equal size. For three equal components p < 0 the lowest orbital energy is −2|p|. An elastic energy p²/(3E_T) per component gives p²/E_T − 2|p|, whose minimum is −E_T as required. Undoing the rotation U of section 2, the doublet states are Σ_i |i⟩σ_i χ/√3, with χ any spin state. A real symmetric orbital operator A then has the mean ⅓ Σ_ij A_ij ⟨χ|σ_iσ_j|χ⟩. The off-diagonal terms cancel in pairs because σ_iσ_j = −σ_jσ_i for i ≠ j, which leaves one third of the trace of A. The coupling of one t2 component therefore has zero mean and carries the doublet entirely into the quartet. Its square is p² on two of the three orbitals, with mean 2p²/3. The second-order shift is −2p²/(3Δ), and

F = p²/(3E_T) − 2p²/(3Δ) = [p²/(3E_T)](1 − 2E_T/Δ).

The t2 modes thus have their own local threshold E_T = Δ/2. Along the trigonal direction the orbital energies are −2|p|, |p|, |p| and the elastic energy is (2|p|)²/(4E_T), which is the axial problem of section 5 with q = 2|p|, so a trigonal well is already lower than the cubic point from E_T = 4Δ/9. The second-order cross term between an e operator W and a t2 operator T contains WT + TW, which is real, symmetric and purely off-diagonal. Its mean in the doublet is zero, so the t2 modes leave the e curvature at the cubic point unchanged. In a spin-free e well, the two components that couple the occupied orbital to another one 3E higher have energy p²/(3E_T) − p²/(3E). They keep the fraction 1 − E_T/E of their stiffness. For an assumed E_T = 100 meV this is one half, and the tetragonal well is stable. For E_T > E it would not be.

The t2 modes also lower the barrier between wells. At the spin-free e-mode saddle two orbitals are degenerate, and the t2 component that mixes them splits them by ±|p|. The energy changes by p²/(3E_T) − |p|, whose minimum is −3E_T/4 at |p| = 3E_T/2. The spin-free barrier falls from 3E/4 to 3(E − E_T)/4, which is 75 meV here instead of 150 meV. The tunnelling splitting found above likewise describes the e modes alone. Neither number should be read as a prediction for the real vacancy.

Quadratic coupling. Add gK(Qε² − Qθ²) to VQθ and 2gKQθQε to VQε. The added operator again has zero mean in the doublet, and its cross term with W is of third order, so the local threshold stays. The wells do move: g = +0.05 and −0.05 change the depth from 174 meV to 196 and 156 meV. The equal-energy ratio 4/9 therefore belongs to purely linear coupling and a harmonic lattice.

Coupling to other electronic levels of the vacancy is not included. It can soften the lattice further and has not been estimated here.

Numbers in the example were calculated in double precision.
